# Redistributing link-atom forces in QM/MM with conserved force and torque

## The decision: where the link force goes

When the boundary between a quantum region and a classical region cuts a covalent bond, the dangling valence of the quantum region can be capped with a link atom, such as a hydrogen atom. The electronic-structure code returns a force on this atom, yet the atom has no coordinates of its own: its position is computed from the two real atoms of the cut bond. Before a geometry optimization or a trajectory can start, the implementer must decide how much of that force goes to each of them.

The answer depends on the rule that places the link atom. Two rules can put it at the same point, with the same energy and the same link force, and still require different forces on the real atoms. In the minimal-basis example below the difference is 0.016 hartree/bohr, or 1.3 nN, on one atom. The net force and net torque vanish for both assignments, so they cannot reveal that the wrong one has been coded.

## Placement and the meaning of the forces

Let Q be the quantum atom of the cut bond and M the classical one. Define

$$
\mathbf b=\mathbf r_M-\mathbf r_Q,\qquad R=|\mathbf b|>0,\qquad \mathbf n=\mathbf b/R .
$$

The unit vector $\mathbf n$ points from Q to M. The link atom L is placed on the bond line at

$$
\mathbf r_L=\mathbf r_Q+d(R)\,\mathbf n ,
$$

where $d(R)$ is a smooth function. The two rules of interest are

- fixed ratio: $d(R)=gR$ with constant $g$, so that $\mathbf r_L=\mathbf r_Q+g(\mathbf r_M-\mathbf r_Q)$;
- fixed length: $d(R)=d_0$ with constant $d_0$.

Keeping $d(R)$ general costs no extra work and shows which part of the result depends on the rule.

Let $E(\mathbf r_1,\dots,\mathbf r_N,\mathbf r_L)$ be the energy as a function of all real atoms, classical sites included, and of the link position, treated for the moment as independent. I call these $N+1$ points the extended set. Their forces are

$$
\mathbf F_a^{\rm dir}=-\frac{\partial E}{\partial\mathbf r_a},\qquad
\mathbf F_L=-\frac{\partial E}{\partial\mathbf r_L},
$$

each taken with all other positions of the extended set fixed. For a self-consistent calculation with atom-centred basis functions, $E$ is the converged energy, and the functions on L move with L. The force $\mathbf F_L$ must therefore be the complete gradient, including the basis-function terms and the interaction with external charges. If the energy expression contains several terms that depend on $\mathbf r_L$, such as a classical energy of the capped region that is subtracted, $\mathbf F_L$ is the sum of their forces with the same signs.

The energy that governs the real atoms is

$$
W(\mathbf r_1,\dots,\mathbf r_N)=E\bigl(\mathbf r_1,\dots,\mathbf r_N,\mathbf r_L(\mathbf r_Q,\mathbf r_M)\bigr).
$$

The forces to be used are the negative derivatives of $W$.

## The chain rule

Let $i$ and $j$ label Cartesian components. Differentiating $W$ with respect to component $j$ of real atom $a$ gives one term from the explicit dependence of $E$ and one from the motion of the link atom:

$$
F_{a,j}=-\frac{\partial W}{\partial r_{a,j}}
=-\frac{\partial E}{\partial r_{a,j}}-\sum_i\frac{\partial E}{\partial r_{L,i}}\frac{\partial r_{L,i}}{\partial r_{a,j}}
=F^{\rm dir}_{a,j}+\sum_i F_{L,i}\,(J_a)_{ij},
$$

with $(J_a)_{ij}=\partial r_{L,i}/\partial r_{a,j}$. The sum runs over the first index of $J_a$, so the added force is

$$
\Delta\mathbf F_a=J_a^{T}\mathbf F_L .
$$

It is zero unless $a$ is Q or M, because the link position depends on no other atom.

To find $J_M$, differentiate the bond length and direction. From $R^2=\sum_k b_k^2$ follows $2R\,\partial R/\partial b_j=2b_j$, hence

$$
\frac{\partial R}{\partial b_j}=n_j .
$$

The quotient rule applied to $n_i=b_i/R$ gives

$$
\frac{\partial n_i}{\partial b_j}=\frac{\delta_{ij}}{R}-\frac{b_i}{R^2}\,n_j
=\frac{\delta_{ij}-n_in_j}{R},
$$

where the last step uses $b_i=Rn_i$. Moving M at fixed Q changes $\mathbf b$ by the same amount. The product rule applied to $d(R)n_i$ therefore yields

$$
(J_M)_{ij}=\frac{d}{R}\,(\delta_{ij}-n_in_j)+d'(R)\,n_in_j .
$$

Moving Q at fixed M changes $\mathbf b$ by the opposite amount, and it also moves the starting point $\mathbf r_Q$ in the placement formula. Thus

$$
J_Q=I-J_M .
$$

Both matrices are symmetric, so the transpose has no effect here. Write $f_\parallel=\mathbf n\cdot\mathbf F_L$ for the signed component of the link force along the bond. The added forces are

$$
\boxed{\;
\Delta\mathbf F_M=\frac{d}{R}\,(\mathbf F_L-\mathbf n f_\parallel)+d'(R)\,\mathbf n f_\parallel,
\qquad
\Delta\mathbf F_Q=\mathbf F_L-\Delta\mathbf F_M .
\;}
$$

The two parts have a direct geometrical meaning. A sideways displacement of M turns the bond about Q and moves the link atom sideways by the fraction $d/R$. A displacement of M along the bond moves the link atom by $d'(R)$ times that displacement. The force on M carries the same two factors.

### Fixed ratio

With $d=gR$, both $d/R$ and $d'$ equal $g$. The parallel terms cancel:

$$
\Delta\mathbf F_M=g(\mathbf F_L-\mathbf n f_\parallel)+g\mathbf n f_\parallel=g\mathbf F_L,
\qquad
\Delta\mathbf F_Q=(1-g)\mathbf F_L .
$$

This is a lever rule. For $g\to0$ the link atom sits on Q and its whole force goes there; for $g\to1$ it sits on M and the force goes to M.

### Fixed length

With $d=d_0$ the derivative $d'$ vanishes:

$$
\Delta\mathbf F_M=\frac{d_0}{R}\,(\mathbf F_L-\mathbf n f_\parallel),
\qquad
\Delta\mathbf F_Q=\Bigl(1-\frac{d_0}{R}\Bigr)(\mathbf F_L-\mathbf n f_\parallel)+\mathbf n f_\parallel .
$$

The second expression follows by splitting $\mathbf F_L$ into its perpendicular and parallel parts before subtracting $\Delta\mathbf F_M$. Stretching the bond by moving M leaves the link atom where it was, so M receives no link force along the bond. Q carries the link atom with it when it moves along the bond, and so receives the full parallel part.

At a stationary point of $W$ the forces on the real atoms vanish, but $\mathbf F_L$ need not. With fixed length, a parallel link force can be balanced by the direct force on Q. An optimizer should therefore test convergence on the redistributed forces and leave $\mathbf F_L$ out of the criterion.

## Net force and net torque

Since $J_Q+J_M=I$, the added forces satisfy

$$
\Delta\mathbf F_Q+\Delta\mathbf F_M=\mathbf F_L .
$$

The net force on the real atoms equals that of the extended set.

For the torque about the coordinate origin, substitute $\Delta\mathbf F_Q=\mathbf F_L-\Delta\mathbf F_M$:

$$
\mathbf r_Q\times\Delta\mathbf F_Q+\mathbf r_M\times\Delta\mathbf F_M
=\mathbf r_Q\times\mathbf F_L+(\mathbf r_M-\mathbf r_Q)\times\Delta\mathbf F_M .
$$

The difference of positions is $R\mathbf n$. In its cross product with $\Delta\mathbf F_M$, every term parallel to $\mathbf n$ drops out, including the term with $d'$:

$$
R\mathbf n\times\Delta\mathbf F_M
=R\,\frac{d}{R}\,\mathbf n\times\mathbf F_L=d\,\mathbf n\times\mathbf F_L .
$$

Therefore

$$
\mathbf r_Q\times\Delta\mathbf F_Q+\mathbf r_M\times\Delta\mathbf F_M
=(\mathbf r_Q+d\,\mathbf n)\times\mathbf F_L=\mathbf r_L\times\mathbf F_L .
$$

The right side is the torque of the link force acting at the link position. Redistribution thus preserves net force and net torque for any $\mathbf F_L$ and any smooth $d(R)$.

With several link atoms, the chain rule adds one such pair of contributions per link. Each pair preserves its own link's force and torque, so the totals are preserved even when two links share a real atom.

### When the totals are zero

Preserving a total does not make it vanish. That requires a property of $E$. Suppose $E$ is unchanged when all points of the extended set are shifted by the same small vector $\boldsymbol\epsilon$. To first order,

$$
0=\delta E=-\boldsymbol\epsilon\cdot\Bigl(\sum_a\mathbf F_a^{\rm dir}+\mathbf F_L\Bigr).
$$

As $\boldsymbol\epsilon$ is arbitrary, the bracket is zero. Suppose $E$ is also unchanged by a small rotation $\delta\mathbf r=\boldsymbol\omega\times\mathbf r$ of all points. The identity $\mathbf F\cdot(\boldsymbol\omega\times\mathbf r)=\boldsymbol\omega\cdot(\mathbf r\times\mathbf F)$ gives

$$
0=\delta E=-\boldsymbol\omega\cdot\Bigl(\sum_a\mathbf r_a\times\mathbf F_a^{\rm dir}+\mathbf r_L\times\mathbf F_L\Bigr),
$$

and this bracket is zero as well. By the two preservation laws, the real atoms alone then have

$$
\sum_a\mathbf F_a=0,\qquad \sum_a\mathbf r_a\times\mathbf F_a=0 .
$$

If all real atoms move by Newton's equations, the first sum is the time derivative of the total momentum. The second is that of the total angular momentum, because the term $\mathbf v_a\times m_a\mathbf v_a$ vanishes. The link atom has no mass and contributes to neither.

The conditions matter in practice. The classical charges must receive the reaction forces from the quantum region. If some atoms are held in place, the sum over the moving atoms need not vanish. An external field fixed in space can exert a real net force or torque, which redistribution passes on unchanged. In a periodic cell of fixed orientation, turning the atoms changes their distances to the periodic images, so the torque argument does not apply. In density-functional calculations the numerical integration grid can break the invariance slightly: if the motion of the grid is left out of the gradient a small net force remains, and atom-centred grids of fixed orientation leave a small torque even when it is included. For the capped group of the example below, without charges, B3LYP/def2-SVP on a standard grid gives residues of a few $10^{-6}$ atomic units.

## What the totals cannot detect

Take any correct pair of forces and change it by

$$
\Delta\mathbf F_M\to\Delta\mathbf F_M+c\,\mathbf n,\qquad
\Delta\mathbf F_Q\to\Delta\mathbf F_Q-c\,\mathbf n .
$$

The net force is unchanged. The torque changes by $(\mathbf r_M-\mathbf r_Q)\times c\,\mathbf n=cR\,\mathbf n\times\mathbf n=0$. The conservation laws therefore leave the division of the parallel force open; the derivative $d'(R)$ fixes it.

This matters for a code that places the link atom at fixed length but computes $g=d_0/R$ afresh at each geometry and then applies the fixed-ratio force formula. The position is right and both totals are right, but the force on M is wrong by

$$
g\mathbf F_L-\frac{d_0}{R}(\mathbf F_L-\mathbf n f_\parallel)=\frac{d_0}{R}\,\mathbf n f_\parallel ,
$$

and the force on Q is wrong by the opposite vector. In a trajectory the kinetic energy changes at the rate $\sum_a\mathbf F_a^{\rm used}\cdot\mathbf v_a$, while $W$ changes at the rate $-\sum_a\mathbf F_a\cdot\mathbf v_a$. Their sum should be zero, but here it is

$$
\frac{d}{dt}(T+W)=\frac{d_0}{R}\,f_\parallel\,\mathbf n\cdot(\mathbf v_M-\mathbf v_Q)
=\frac{d_0}{R}\,f_\parallel\,\frac{dR}{dt},
$$

where $T$ is the kinetic energy. The total energy is no longer a constant of the motion, even with a perfect integrator. A reliable check displaces Q and M, places the link atom anew by the rule in use, and compares the energy differences with the forces.

Two cruder shortcuts do disturb the totals when the extended set has zero net force and torque. Discarding $\mathbf F_L$ leaves the net force $-\mathbf F_L$. Giving all of it to Q keeps the net force at zero but leaves the torque

$$
(\mathbf r_Q-\mathbf r_L)\times\mathbf F_L=-d\,\mathbf n\times\mathbf F_L ,
$$

which vanishes only if the link force lies along the bond (or $d=0$).

## Worked example

A distorted CH$_3$ group is capped by a link hydrogen and treated by restricted Hartree–Fock theory in the STO-3G basis. This small basis and the neglect of electron correlation limit the accuracy of the energy and of the forces, but the force identities do not depend on that accuracy. The numbers below are not converged with respect to the basis: at the same geometry the Hartree–Fock parallel link force of −0.0229 hartree/bohr becomes −0.0172 in 6-31G*, −0.0123 in cc-pVDZ and −0.0171 in def2-TZVP, so the difference between the two rules falls from 1.3 nN to between 0.7 and 1.0 nN. The digits are kept so that the arithmetic can be followed. The group sits in the field of three model point charges S1, S2 and S3, with 0.1, 0.1 and −0.2 elementary charges. Atom M has no charge, so its entire force comes from the link atom. Interactions among classical sites and bonded classical terms are left out. If such terms depend on internal distances and angles alone, they are invariant under rigid motions and add no net force or torque.

Q is at the origin and M at $(0,0,3.0)$ bohr, so $\mathbf n$ is the $z$ direction. With $g=0.7$ and $d_0=2.1$ bohr, both rules place the link atom at $z=0.7\times3.0=2.1$ bohr. The energy is −39.7206 hartree in both cases, and the link force, in hartree/bohr, is

$$
\mathbf F_L=(-0.014031,\,-0.008161,\,-0.022945).
$$

Its parallel component $f_\parallel=-0.022945$ is negative: the link atom is pulled toward Q.

For fixed ratio, M receives

$$
0.7\,\mathbf F_L=(-0.009822,\,-0.005713,\,-0.016062),
$$

and Q receives the remaining $0.3\,\mathbf F_L$. For fixed length, the perpendicular factor is $d_0/R=2.1/3.0=0.7$, the same number, but the parallel part is removed:

$$
\Delta\mathbf F_M=(-0.009822,\,-0.005713,\,0).
$$

On Q the two rules differ by the same amount along the bond, with the opposite sign. At this geometry the difference happens to reverse the sign of the $z$ force; the reversal depends on the size of the direct force, which here omits any classical Q–M bond term, and is not general. The direct force on Q along $z$ is 0.018819 hartree/bohr. The final values are

$$
\begin{aligned}
\text{fixed ratio:}\quad &0.018819-0.006884=0.011935,\\
\text{fixed length:}\quad &0.018819-0.022945=-0.004126 .
\end{aligned}
$$

Along the bond, Q is pushed toward M under the first rule and away from it under the second. The sideways part of its force, $(-0.011757,\,-0.018097)$ hartree/bohr in $x$ and $y$, is the same for both rules, and its magnitude, 0.0216 hartree/bohr, is larger than either $z$ component. Finite differences of the complete energy, with the link atom placed anew at each displacement, reproduce the forces on Q and M for each rule to the six decimals printed. The rules agree on the energy at this geometry but describe different energy surfaces around it.

The torque balance can be followed by hand. If all of $\mathbf F_L$ is given to Q, the remaining torque is

$$
-2.1\,\mathbf n\times\mathbf F_L=-2.1\,(0.008161,\,-0.014031,\,0)
=(-0.01714,\,0.02947,\,0)\ \text{hartree}.
$$

With either correct assignment, the force on M supplies $3.0\,\mathbf n\times\Delta\mathbf F_M=(0.01714,\,-0.02947,\,0)$ hartree, which cancels it. The computed net torque is then $5\times10^{-9}$ hartree.

The net force is far smaller, about $10^{-15}$ hartree/bohr. A rigid shift leaves all integrals over atom-centred functions unchanged, so the analytic Hartree–Fock gradient, which is built from such integrals alone, sums to zero for any density matrix, converged or not. A rotation is different. The gradient moves the centres while the $p$ functions keep their orientation along the fixed axes, so the rotated wavefunction is recovered only if the orbital coefficients change as well. That change costs no energy to first order when the energy is stationary with respect to the orbitals; otherwise it generally does. The torque therefore vanishes only to within the self-consistency error; here the orbital gradient was converged to $10^{-7}$. A tiny net force is thus no evidence of a converged density.

## The virial is a separate matter

For a finite, non-periodic set of atoms, the virial $\sum_a\mathbf r_a\cdot\mathbf F_a$ is minus the derivative of the energy under uniform scaling of the coordinates, $\mathbf r_a\to(1+s)\mathbf r_a$, with respect to $s$ at $s=0$. Redistribution need not preserve it. The link contribution carried by the real atoms is

$$
\mathbf r_Q\cdot\Delta\mathbf F_Q+\mathbf r_M\cdot\Delta\mathbf F_M
=\mathbf r_Q\cdot\mathbf F_L+R\mathbf n\cdot\Delta\mathbf F_M
=\mathbf r_Q\cdot\mathbf F_L+R\,d'(R)f_\parallel ,
$$

because the perpendicular part of $\Delta\mathbf F_M$ has no component along $\mathbf n$. In the extended set the link atom contributes $\mathbf r_L\cdot\mathbf F_L=\mathbf r_Q\cdot\mathbf F_L+d\,f_\parallel$. Redistribution changes the virial by

$$
\bigl(R\,d'(R)-d(R)\bigr)f_\parallel ,
$$

which is zero for fixed ratio and $-d_0f_\parallel$ for fixed length. The reason is geometrical: when all real coordinates are scaled about the origin, a fixed-ratio link atom scales with them, whereas a fixed-length one keeps its distance from Q.

In the example the extended set has the virial −0.154935 hartree, and fixed ratio retains it. Fixed length gives

$$
-0.154935-2.1\times(-0.022945)=-0.10675\ \text{hartree}.
$$

The energy change under uniform scaling of the real atoms confirms both values to about $10^{-6}$ hartree. The virial that belongs to $W$ is the one built from real atoms and redistributed forces.

## Implementation

For each link atom:

1. Compute $\mathbf b$, $R$ and $\mathbf n$ from the same coordinates that were used to place the link atom.
2. Collect the complete $\mathbf F_L$. If the code returns gradients, reverse their sign first.
3. Form $f_\parallel$ and $\Delta\mathbf F_M$ with the $d$ and $d'$ of the placement rule in use.
4. Add $\Delta\mathbf F_M$ to M and $\mathbf F_L-\Delta\mathbf F_M$ to Q, then remove the link entry from the force array.

Computing the force on Q by subtraction preserves the net force up to rounding, even if $\Delta\mathbf F_M$ is wrong. The net force therefore cannot validate step 3; the energy differences described above can. The numerical check applies them to both rules.

The boxed formula assumes that the link atom lies on the bond line at a distance $d(R)$ fixed by Q and M alone; the two special cases assume in addition that $g$ or $d_0$ is constant. If either parameter is made a function of $R$, its derivative enters through $d'(R)$. If it depends on other atoms, those atoms acquire link forces too, and the chain rule must be extended to them.

## Values computed for the example and the checks

```
Forces in hartree/bohr, positions in bohr, torques in hartree
Largest Jacobian-force error, random tests: 7.7e-11
position Q (C): 0.0 0.0 0.0
position H1: 2.0 0.0 -0.4
position H2: -1.0 1.7 -0.7
position H3: -0.8 -1.8 -0.8
position M: 0.0 0.0 3.0
position S1: -2.0 0.0 3.7
position S2: 1.0 1.7 3.7
position S3: 1.3 -2.2 3.9
charges S1 S2 S3 (e): 0.1 0.1 -0.2
R = 3.0 bohr, g = 0.7, d0 = 2.1 bohr
link position: 0.0 0.0 2.1
RHF/STO-3G energy with charges: -39.720586 hartree
F_L: -0.014031 -0.008161 -0.022945
F_L along bond, n.F_L: -0.022945
F_L across bond, magnitude: 0.016232
direct force on Q: -0.007547 -0.015649 0.018819
fixed ratio, added to Q: -0.004209 -0.002448 -0.006884
fixed ratio, added to M: -0.009822 -0.005713 -0.016062
fixed ratio, final force Q: -0.011757 -0.018097 0.011935
fixed ratio, from energies Q: -0.011757 -0.018097 0.011935
fixed ratio, from energies M: -0.009822 -0.005713 -0.016062
fixed ratio, net force 1.4e-15, net torque 5.3e-09
fixed ratio, virial sum r.F: -0.154935 hartree
fixed ratio, virial from scaling: -0.154934 hartree
fixed length, added to Q: -0.004209 -0.002448 -0.022945
fixed length, added to M: -0.009822 -0.005713 0.000000
fixed length, final force Q: -0.011757 -0.018097 -0.004126
fixed length, from energies Q: -0.011757 -0.018097 -0.004126
fixed length, from energies M: -0.009822 -0.005713 0.000000
fixed length, net force 1.4e-15, net torque 5.3e-09
fixed length, virial sum r.F: -0.106750 hartree
fixed length, virial from scaling: -0.106749 hartree
force on H1, both schemes: 0.002701 0.008699 -0.015805
force on H2, both schemes: 0.013084 -0.018344 0.001904
force on H3, both schemes: 0.006444 0.032041 0.017582
force on S1, both schemes: -0.000910 -0.000014 0.000064
force on S2, both schemes: 0.000424 0.000889 0.000303
force on S3, both schemes: -0.000164 0.000539 0.000079
virial of extended set: -0.154935 hartree
net force if F_L is dropped: 0.014031 0.008161 0.022945
net torque if all F_L goes to Q: -0.017138 0.029465 0.000000
scheme difference in force on M: 0.016062 hartree/bohr
scheme difference in force on M: 1.3233 nN
```
